# Diffusion of a delta-doped layer: the width after an anneal

## Problem

A crystal contains a very thin sheet of dopant, a delta-doped layer, buried well below the surface. It is annealed for one hour at a temperature where the dopant diffusivity is $D=1\times10^{-15}$ cm²/s. Show that the depth profile becomes a Gaussian whose standard deviation is about 27 nm.

Take $D$ as constant, the initial thickness as negligible, and the crystal as unbounded on both sides of the sheet. No dopant is lost.

## Hints

1. Let $x$ be the depth measured from the sheet and $C(x,t)$ the dopant concentration. Combine Fick's law with conservation of dopant.
2. The width can be found before the profile is known. Multiply the diffusion equation by $x^2$, integrate over all $x$, and integrate by parts twice.
3. For the shape, take the Fourier transform in $x$. Each wave number then decays independently.
4. Convert $D$ to nm²/s before inserting numbers: 1 cm² is $10^{14}$ nm².

## Solution

### The diffusion equation

Fick's law gives the dopant flux towards positive $x$ as

$$J=-D\frac{\partial C}{\partial x}.$$

The minus sign makes dopant flow from high to low concentration. A thin slab gains what enters on one side and loses what leaves on the other, so $\partial C/\partial t=-\partial J/\partial x$. With constant $D$,

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}.$$

The initial state is $C(x,0)=Q\,\delta(x)$, where $Q$ is the dose, the number of dopant atoms per unit area.

### The width

The mean square displacement is

$$\langle x^2\rangle=\frac1Q\int_{-\infty}^{\infty}x^2C\,dx .$$

Differentiate with respect to time, insert the diffusion equation, and integrate by parts twice:

$$\begin{aligned}
\frac{d\langle x^2\rangle}{dt}
&=\frac DQ\int x^2\frac{\partial^2C}{\partial x^2}\,dx\\
&=\frac DQ\left[x^2\frac{\partial C}{\partial x}\right]_{-\infty}^{\infty}-\frac{2D}{Q}\int x\frac{\partial C}{\partial x}\,dx\\
&=0-\frac{2D}{Q}\Big[xC\Big]_{-\infty}^{\infty}+\frac{2D}{Q}\int C\,dx .
\end{aligned}$$

The boundary terms vanish because $C$ falls off rapidly far from the sheet, as the explicit profile below confirms. The last integral is $Q$, so

$$\frac{d\langle x^2\rangle}{dt}=2D .$$

The start and the equation are both symmetric in $x$, so the mean displacement stays zero and $\langle x^2\rangle$ is the variance $\sigma^2$. It starts from zero, hence

$$\sigma^2=2Dt,\qquad \sigma=\sqrt{2Dt}.$$

### The shape

Define $\hat C(k,t)=\int C\,e^{-ikx}dx$. Two derivatives in $x$ become a factor $(ik)^2=-k^2$, so

$$\frac{d\hat C}{dt}=-Dk^2\hat C,\qquad \hat C(k,0)=Q,$$

with the solution $\hat C=Q\,e^{-Dtk^2}$. Transforming back, the odd part of $e^{ikx}$ integrates to zero:

$$C(x,t)=\frac{Q}{2\pi}I(x),\qquad I(x)=\int_{-\infty}^{\infty}e^{-ak^2}\cos(kx)\,dk,\qquad a=Dt .$$

To evaluate $I$, differentiate with respect to $x$ and integrate by parts, using $k e^{-ak^2}=-\frac{1}{2a}\frac{d}{dk}e^{-ak^2}$:

$$\frac{dI}{dx}=-\int k\,e^{-ak^2}\sin(kx)\,dk=-\frac{x}{2a}\int e^{-ak^2}\cos(kx)\,dk=-\frac{x}{2a}I .$$

This integrates to $I(x)=I(0)\,e^{-x^2/4a}$, and $I(0)=\sqrt{\pi/a}$ is the standard Gaussian integral. Therefore

$$C(x,t)=\frac{Q}{\sqrt{4\pi Dt}}\,e^{-x^2/4Dt}.$$

A Gaussian of standard deviation $\sigma$ has the exponent $-x^2/2\sigma^2$. Comparison gives $2\sigma^2=4Dt$, in agreement with the width found from the moments.

### The numbers

In nanometre units $D=10^{-15}\times10^{14}=0.1$ nm²/s, and one hour is 3600 s. Thus

$$Dt=0.1\times3600=360\ \text{nm}^2,\qquad \sigma=\sqrt{2\times360}\ \text{nm}=\sqrt{720}\ \text{nm}=26.8\ \text{nm},$$

which is about 27 nm, or $2.7\times10^{-6}$ cm.

### Reading the result

The same profile can be described by several lengths. The quantity $\sqrt{Dt}=19.0$ nm is not the standard deviation; it is smaller by $\sqrt2$. The concentration falls to $1/e$ of its peak at $|x|=2\sqrt{Dt}=37.9$ nm. It falls to one half where $x^2=2\sigma^2\ln2$, so the full width at half maximum is

$$2\sqrt{2\ln2}\,\sigma=63.2\ \text{nm}.$$

The width grows as $\sqrt t$: doubling it takes four times as long. The dose cancels from the width but sets the peak. For $Q=10^{12}$ cm⁻²,

$$C(0,t)=\frac{Q}{\sqrt{2\pi}\,\sigma}=1.5\times10^{17}\ \text{cm}^{-3}.$$

### Conditions in a real anneal

Boron in silicon near 900 °C has a diffusivity of roughly the given size. The estimates below use this case, with the dose just quoted. That dose is modest, and delta layers with ten times as much or more are also made.

**Initial thickness.** The law $d\sigma^2/dt=2D$ does not depend on the starting shape. An initial standard deviation $s_0$ therefore gives $\sigma^2=s_0^2+2Dt$. For $s_0=2$ nm the result is 26.9 nm, a negligible change.

**Surface.** Let the surface lie at $x=-h$, with $h=100$ nm, and let it absorb all dopant that reaches it. Write $G(x)$ for the Gaussian above. The profile $G(x)-G(x+2h)$ vanishes at $x=-h$ and solves the diffusion equation. The dopant that remains is

$$\int_{-h}^{\infty}\big[G(x)-G(x+2h)\big]dx=\int_{-h}^{h}G\,dx=Q\,\mathrm{erf}\!\left(\frac{h}{\sqrt2\,\sigma}\right).$$

The lost fraction, $\mathrm{erfc}(h/\sqrt2\sigma)$, is 0.02 %. Loss to the surface matters once $\sigma$ is no longer small compared with $h$.

**Point defects.** Boron in silicon diffuses with the help of silicon interstitials. Implantation damage or surface oxidation can raise their number above equilibrium, and $D$ rises with it. If $D$ were doubled throughout the hour, $\sigma$ would grow by $\sqrt2$ to 37.9 nm. Of the effects estimated on this sheet, this one moves the result most, though the factor of two is an assumed value.

**Finite steps.** A boron atom sits still for most of the time and moves in rare mobile episodes. Suppose that the displacement $\xi$ in one episode has the density $e^{-|\xi|/\lambda}/2\lambda$, so that $\langle\xi^2\rangle=2\lambda^2$ and $\langle\xi^4\rangle=24\lambda^4$. Let the number of episodes be Poisson distributed with mean $N$. The characteristic function of the total displacement is then $\exp\{N[\langle e^{ik\xi}\rangle-1]\}$. Expanding its logarithm in $k$ shows that the second and fourth cumulants are $N\langle\xi^2\rangle$ and $N\langle\xi^4\rangle$. The variance is $2N\lambda^2$, which equals $2Dt$ if $N=Dt/\lambda^2$. The excess kurtosis, which is zero for a Gaussian, is

$$\frac{24N\lambda^4}{(2N\lambda^2)^2}=\frac6N .$$

With an assumed $\lambda=5$ nm, $N=360/25=14.4$ and the excess is 0.42. In this model the standard deviation is unchanged, but the tails are heavier than Gaussian. Quantities that depend on the shape do change: the peak is about 6 % higher, the full width at half maximum is about 58 nm instead of 63.2 nm, and the loss to an absorbing surface at 100 nm rises from 0.02 % to about 0.05 % or more. The Gaussian shape requires $N\gg1$.

## Variation 1: a furnace that runs 5 K too hot

**Question.** The diffusivity follows $D\propto e^{-E/kT}$ with $E$ roughly 3.5 eV. The given value of $D$ holds at $T=1173$ K, but the true temperature is $T'=1178$ K. What is $\sigma$ after the same hour?

**Solution.** At fixed time $\sigma\propto\sqrt D$, which halves the exponent:

$$\frac{\sigma'}{\sigma}=\exp\!\left[\frac{E}{2k}\left(\frac1T-\frac1{T'}\right)\right].$$

With $k=8.617\times10^{-5}$ eV/K the exponent is 0.073 and the ratio is 1.076. The standard deviation becomes 28.9 nm, an increase of 7.6 %. A temperature error of 5 K thus matters far more here than an initial thickness of 2 nm.

## Variation 2: a layer that dopes its own surroundings

**Question.** Boron is an acceptor, and its diffusivity rises with the hole density $p$. Take it as $D\,p/n_i$, where $n_i$ is the intrinsic carrier density at the anneal temperature, roughly $4\times10^{18}$ cm⁻³. How much wider does the layer become for $Q=10^{12}$ cm⁻² and $s_0=2$ nm?

**Solution.** The holes are in equilibrium, so their diffusion is balanced by an electric field $\mathcal E=(kT/q)\,p'/p$, where the prime means $\partial/\partial x$ and $q$ is the elementary charge. The negative acceptors drift against this field. By the Einstein relation their mobility is $q/kT$ times their diffusivity, and the total flux is

$$J=-D\frac{p}{n_i}\left(C'+C\frac{p'}{p}\right)=-\frac{D}{n_i}\,(Cp)'.$$

The two integrations by parts used before now give

$$\frac{d\sigma^2}{dt}=\frac{2D}{Qn_i}\int Cp\,dx .$$

Assume local neutrality, $p-n_i^2/p=C$. For $C\ll n_i$ this gives $p\approx n_i+C/2$, to first order in $C/n_i$. At the centre of the layer this ratio is 0.5 at the start and falls to 0.04 by the end, so the expansion is rough at first and good later. To first order the profile in the correction term may be taken as Gaussian, for which $\int C^2dx=Q^2/(2\sqrt\pi\,\sigma)$. Hence

$$\frac{d\sigma^2}{dt}\approx2D\left(1+\frac{Q}{4\sqrt\pi\,n_i\,\sigma}\right).$$

In the small second term, replace $2D\,dt$ by its leading-order value $2\sigma\,d\sigma$ and integrate from $s_0$ to $\sigma_f=\sqrt{s_0^2+2Dt}=26.9$ nm. The extra variance is

$$\Delta\sigma^2\approx\frac{Q}{2\sqrt\pi\,n_i}(\sigma_f-s_0)=17.6\ \text{nm}^2 .$$

Here $Q/n_i=2.5$ nm. Added to $\sigma_f^2=724$ nm², this gives $\sigma=27.2$ nm. Integrating the nonlinear equation numerically, still with local neutrality, on a grid of 0.5 nm gives an extra variance of 17.4 nm² and the same $\sigma$ to the digits shown. At ten times the dose, with all else fixed, the numerical result is 29.8 nm, about 11 % above $\sigma_f$. The increase includes both the higher diffusivity and the drift in the field. The simple law $\sigma^2=s_0^2+2Dt$, which leaves out both, is then too rough if the width is needed to a few per cent.

Local neutrality is itself rough at the start. For a potential $\phi$ in intrinsic material, Poisson's equation is $\phi''=(2qn_i/\varepsilon)\sinh(q\phi/kT)$. For small $\phi$ its solutions decay over the length $\sqrt{\varepsilon kT/(2q^2n_i)}$. With a relative permittivity of roughly 11.7 this is 2.9 nm, more than the initial $s_0$ but much less than the final width. The approximation therefore improves as the layer spreads. Solving Poisson's equation together with the diffusion, in place of neutrality, lowers the extra variance from 17.4 to 16.7 nm² and leaves $\sigma=27.2$ nm. At ten times the dose it gives 29.7 nm instead of 29.8 nm, about 10 % above $\sigma_f$.

Numbers in the example were calculated in double precision.
